\section*{Leading periodic-image correction for a doubly charged defect in a cubic supercell}

\section{Problem}

Charged defects in a high-permittivity gate oxide can trap carriers and shift the threshold voltage of a transistor. Their energies can be calculated in a supercell: a block of crystal containing one defect, repeated periodically in all three directions. The repetition introduces an electrostatic energy that a single defect in an extended crystal does not have.

Consider a defect of charge $q=+2$, in units of the elementary charge, in a cubic cell of side $L=1$ nm. The host has relative permittivity $\varepsilon=20$. These are round model parameters and describe no particular oxide. Which energy must be added to the supercell result, to leading order in $1/L$, to obtain the energy of the isolated defect?

The model rests on four assumptions.
\begin{itemize}
\item The defect is a point charge.
\item The host is a uniform, isotropic, linear medium, with the same $\varepsilon$ at every wavelength that matters.
\item A uniform background of total charge $-q$ per cell makes each cell neutral. Without it the energy per cell of the periodic array would diverge.
\item The quantity sought is
\begin{equation}
\Delta E=E_{\rm isolated}-E_{\rm periodic},
\label{eq:def}
\end{equation}
so that a positive $\Delta E$ is added to the supercell energy.
\end{itemize}

Rydberg atomic units are used: lengths are in bohr, energies in rydberg (Ry), and $e^2=2$. Two elementary charges a distance $r$ apart in vacuum then have the interaction energy $2/r$. The cell side is $L=18.8973$ bohr.

\section{First estimate by scaling}

Electrostatic energies are products of two charges divided by a distance. For point charges in a uniform background, the only length is $L$. The medium weakens the interaction by a factor $\varepsilon$, so the correction must be a pure number times $q^2/(\varepsilon L)$. Scaling cannot supply that number. A natural guess is the interaction of one pair of charges $q$ at the distance $L$ of nearest images:
\begin{equation}
\Delta E_{\rm est}=\frac{2q^2}{\varepsilon L}
=\frac{2\times 4}{20\times 18.8973}\ {\rm Ry}
=0.0212\ {\rm Ry}=0.29\ {\rm eV}.
\label{eq:estimate}
\end{equation}

The sign needs a separate argument. The images repel the defect, but the background attracts it, and part of the background lies much closer than any image. This suggests that attraction wins, but it is no proof, because the background also repels itself. The periodic energy is then too low, and the correction is positive. The exact solution must confirm this sign and replace the guessed factor 2.

\section{Exact solution of the model}

\subsection{Why the energy is divided by the permittivity once}

The medium responds to the free charge (defect and background) with bound charge. Two energies compete: the energy of the total electric field, and the energy stored in the polarized medium.

Take one Fourier component with nonzero wave vector, and let $b$ be the ratio of bound to free charge. If the free charge alone has field energy 1, the total charge has field energy $(1+b)^2$. For the stored energy, let $P$ be the polarization and $\chi$ the susceptibility, with $\varepsilon=1+4\pi\chi$. The energy density is $P^2/(2\chi)$. The field of the bound charge is $E_b=-4\pi P$, because $\nabla\cdot E_b=4\pi\rho_b=-4\pi\nabla\cdot P$ and both fields point along the wave vector. Hence
\begin{equation}
\frac{P^2}{2\chi}=\frac{E_b^2}{32\pi^2\chi}
=\frac{E_b^2}{8\pi}\,\frac{1}{4\pi\chi}
=\frac{E_b^2}{8\pi}\,\frac{1}{\varepsilon-1}.
\end{equation}
Since $E_b^2/8\pi$ is the field energy density of the bound charge alone, it contributes $b^2$ in the chosen unit. The total is
\begin{equation}
w(b)=(1+b)^2+\frac{b^2}{\varepsilon-1}.
\end{equation}
Setting $dw/db=0$ and multiplying by $(\varepsilon-1)/2$ gives
\begin{equation}
(1+b)(\varepsilon-1)+b=0
\quad\Rightarrow\quad
b=-\frac{\varepsilon-1}{\varepsilon}.
\end{equation}
At this minimum $1+b=1/\varepsilon$, and
\begin{equation}
w_{\min}=\frac{1}{\varepsilon^2}+\frac{\varepsilon-1}{\varepsilon^2}
=\frac1\varepsilon .
\end{equation}
For $\varepsilon=20$ the bound charge is $-0.95$ times the free charge. The field energy falls to $0.0025$ and the medium stores $0.0475$, which add up to $0.05=1/20$. The field energy alone would have given $1/\varepsilon^2$; the cost of polarization restores a single factor $1/\varepsilon$.

This holds for every component, so the vacuum energy of the array can be calculated first and divided by $\varepsilon$ afterwards. The component of zero wave vector is absent because each cell is neutral.

\subsection{Energy of one cell}

Set $L=1$ and $q=1$ for now, and write potentials as charge divided by distance. Divide space into unit cubes, each with a unit point charge at its centre and background density $-1$. Let $\phi$ be the potential of the whole array, and let $\bar\phi$ be its mean over a cube. The energy per cube is half the integral of charge density times potential, the half preventing each pair from being counted twice:
\begin{equation}
u=\frac12\left[\phi_{\rm reg}(0)-\bar\phi\right],
\qquad \phi_{\rm reg}(\mathbf r)=\phi(\mathbf r)-\frac1r .
\end{equation}
The first term belongs to the point charge and the second to the background. Subtracting $1/r$ removes the interaction of the point charge with itself. That self-energy is the same for the isolated defect and cancels in Eq.~\eqref{eq:def}. With the definition
\begin{equation}
\alpha=\bar\phi-\phi_{\rm reg}(0)
\label{eq:alpha}
\end{equation}
the energy is $u=-\alpha/2$. A constant added to $\phi$ changes neither $u$ nor $\alpha$.

To restore the units, multiply by $e^2=2$, by $q^2$, and by $1/L$, and divide by $\varepsilon$:
\begin{equation}
E_{\rm periodic}=\frac{2q^2}{\varepsilon L}\left(-\frac{\alpha}{2}\right)
=-\frac{q^2\alpha}{\varepsilon L}.
\end{equation}
Apart from the omitted self-energy, the isolated charge has no electrostatic energy. Therefore
\begin{equation}
\Delta E=\frac{q^2\alpha}{\varepsilon L}\ {\rm Ry}.
\label{eq:main}
\end{equation}
What remains is the number $\alpha$.

\subsection{The sum over cubes converges}

The potential of a single cube at a large distance $d$ is governed by its lowest nonzero multipole. The total charge is zero. The dipole and octupole vanish because the charge density is unchanged by inversion. The off-diagonal quadrupole components vanish by reflection. The three diagonal ones are equal by symmetry and have zero sum, so they vanish too. The first multipole that survives gives a potential proportional to $1/d^5$. The number of cubes at distances near $d$ grows as $d^2$, so the sum behaves as $\int d^2\,dd/d^5$ and converges absolutely. Its value does not depend on the order of summation.

\subsection{Mean potential}

The mean of $\phi$ over one unit cube collects the potentials of all cubes. Shifting each contribution back to its source turns this into the potential of one cube, integrated over all space.

To evaluate that integral, take first a unit charge at distance $s$ from the centre of a ball of radius $R>s$. The integral of $1/|\mathbf r-\mathbf s|$ over a thin shell of radius $r$ is $4\pi r^2\,dr$ divided by the larger of $r$ and $s$. Hence
\begin{align}
\int_{r<R}\frac{d^3r}{|\mathbf r-\mathbf s|}
&=\int_0^s\frac{4\pi r^2}{s}\,dr+\int_s^R4\pi r\,dr\nonumber\\
&=\frac{4\pi s^2}{3}+2\pi(R^2-s^2)
=2\pi R^2-\frac{2\pi}{3}s^2 .
\end{align}
Now sum over the charge density $\rho$ of the cube. The term $2\pi R^2$ cancels because the cube is neutral. The point charge sits at $s=0$ and contributes nothing to the second moment, so only the background counts:
\begin{equation}
\int\rho\,s^2\,d^3s=-3\int_{-1/2}^{1/2}x^2\,dx=-\frac14,
\qquad
\bar\phi=-\frac{2\pi}{3}\left(-\frac14\right)=\frac{\pi}{6}.
\end{equation}

\subsection{Potential of the background at the centre of a cube}

The integral needed is $I=\int d^3r/r$ over a centred unit cube. Cut the cube into six pyramids with their tips at the centre. In one of them put $x=zs$ and $y=zt$, with $0<z<1/2$ and $|s|,|t|<1$. Then $d^3r=z^2\,ds\,dt\,dz$ and $r=z\sqrt{1+s^2+t^2}$, so that
\begin{equation}
I=6\int_0^{1/2}z\,dz\;J=\frac34J,
\qquad
J=\int_{-1}^{1}\!\int_{-1}^{1}\frac{ds\,dt}{\sqrt{1+s^2+t^2}} .
\end{equation}
The square consists of eight equal triangles. In polar coordinates each covers $0<\theta<\pi/4$ and $0<\varrho<1/\cos\theta$. The radial integral of $\varrho/\sqrt{1+\varrho^2}$ is $\sqrt{1+1/\cos^2\theta}-1$, and therefore
\begin{equation}
J=8\int_0^{\pi/4}\sqrt{1+\frac{1}{\cos^2\theta}}\;d\theta-2\pi .
\end{equation}
With $v=\tan\theta$ one has $d\theta=dv/(1+v^2)$ and $1+1/\cos^2\theta=2+v^2$. Writing $2+v^2=(1+v^2)+1$ splits the integrand:
\begin{align}
\int_0^1\frac{\sqrt{2+v^2}}{1+v^2}\,dv
&=\int_0^1\frac{dv}{\sqrt{2+v^2}}
+\int_0^1\frac{dv}{(1+v^2)\sqrt{2+v^2}}\nonumber\\
&=\left[\operatorname{arsinh}\frac{v}{\sqrt2}
+\arctan\frac{v}{\sqrt{2+v^2}}\right]_0^1
=\operatorname{arsinh}\frac1{\sqrt2}+\frac{\pi}{6}.
\end{align}
The second antiderivative is checked by differentiation. For $g=v/\sqrt{2+v^2}$ one finds $g'=2/(2+v^2)^{3/2}$ and $1+g^2=2(1+v^2)/(2+v^2)$, whose quotient is the integrand. Collecting terms,
\begin{equation}
J=8\operatorname{arsinh}\frac1{\sqrt2}-\frac{2\pi}{3},
\qquad
I=6\operatorname{arsinh}\frac1{\sqrt2}-\frac{\pi}{2}=2.380077 .
\end{equation}

\subsection{Adding the neighbours}

Keep the cubes whose centres $\mathbf n$ have integer components from $-N$ to $N$. Their backgrounds merge into one large cube of side $2N+1$. The integral of $1/r$ over a cube grows as the square of its side, so the background contributes $-(2N+1)^2I$ to $\phi_{\rm reg}(0)$. The point charges, without the central one, contribute $S_N=\sum_{\mathbf n\neq0}1/|\mathbf n|$. Equation~\eqref{eq:alpha} becomes
\begin{equation}
\alpha_N=(2N+1)^2I-S_N+\frac{\pi}{6},
\qquad \alpha=\lim_{N\to\infty}\alpha_N .
\label{eq:block}
\end{equation}

For $N=1$ there are 26 neighbours: 6 at distance 1, 12 at $\sqrt2$ and 8 at $\sqrt3$. Thus
\begin{align}
S_1&=6+\frac{12}{\sqrt2}+\frac{8}{\sqrt3}=19.1041,\nonumber\\
\alpha_1&=9\times2.380077-19.1041+0.5236=2.8402 .
\end{align}
Larger blocks give $\alpha_5=2.837509$, $\alpha_{10}=2.837356$ and $\alpha_{20}=2.837313$. The omitted cubes contribute about $\int_N^\infty d^2\,dd/d^5\propto1/N^2$. Assuming an error proportional to $1/(2N+1)^2$, one can eliminate it between two blocks:
\begin{equation}
\alpha\simeq\frac{41^2\alpha_{20}-21^2\alpha_{10}}{41^2-21^2}=2.837297 .
\end{equation}
An Ewald sum, which obtains the same lattice potential from two rapidly converging series, gives the same six decimals.

\subsection{The correction}

Equation~\eqref{eq:main} now gives
\begin{equation}
\Delta E=\frac{4\times2.837297}{20\times18.8973}\ {\rm Ry}
=0.0300\ {\rm Ry}=0.41\ {\rm eV}.
\end{equation}
The 26-neighbour value $\alpha_1$ leads to 0.4090 eV, against 0.4086 eV for the converged constant. For this purpose the hand calculation is sufficient.

\section{Comparison of the estimate and the solution}

Both results have the form $q^2/(\varepsilon L)$ times a number, and the predicted positive sign is confirmed. They differ in the number alone:
\begin{equation}
\frac{\Delta E}{\Delta E_{\rm est}}=\frac{\alpha}{2}=1.42 .
\end{equation}
The estimate of 0.29 eV is thus about 30\% below the model's leading term.

Equation~\eqref{eq:block} shows where the number comes from. The background in the defect's own cube contributes $I=2.380$, and the mean potential contributes $\pi/6=0.524$. Together they give $\alpha_0=2.904$, which is already within 2.4\% of $\alpha$. The potential of all the other neutral cubes at the defect changes this by only $-0.066$; their effect on the mean potential is already included in $\pi/6$. The phrase ``image correction'' therefore should not suggest a sum of repulsions between distant defects. In this division of space, the largest term is the attraction between the defect and the background around it. The mean inverse distance to that background is $2.38/L$, so this attraction alone is 2.38 times the pair energy used in the estimate. The other interactions, chiefly the repulsion of the background by itself, reduce the ratio to 1.42.

\section{Reading the result}

\subsection{Cell size and defect levels}

The correction falls only as $1/L$. Reducing it from 0.41 eV to 0.1 eV would require a cell side of about 4.1 nm, and hence about 68 times as many atoms. Calculating the correction is much cheaper than making it negligible.

Its effect on a defect level follows from the formation energies. Let $F_0$ be that of the neutral defect and $F_2+2\mu$ that of the defect with $q=+2$, where $\mu$ is the electron chemical potential. The two are equal at
\begin{equation}
\mu=\frac{F_0-F_2}{2}.
\end{equation}
Raising $F_2$ by $\Delta E$ lowers this level by $\Delta E/2$, or 0.20 eV. The neutral defect receives no correction of this kind.

\subsection{A charge of finite width}

A real defect charge has a finite extent. Its effect can be found for a Gaussian distribution with standard deviation $\sigma$ along each axis, much smaller than $L$. Return to general $L$ and choose the zero of potential so that $\bar\phi=0$. The background then contributes no energy, and by Eq.~\eqref{eq:alpha} $\phi_{\rm reg}(0)=-\alpha/L$.

Near the defect, the source of $\phi_{\rm reg}$ is the background of density $-1/L^3$. Its spherical average $f(r)$ obeys Poisson's equation,
\begin{equation}
\frac1{r^2}\frac{d}{dr}\left(r^2\frac{df}{dr}\right)=\frac{4\pi}{L^3}
\quad\Rightarrow\quad
f(r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}.
\end{equation}
This holds out to the nearest image at $r=L$. Periodic and isolated energies differ by the average of $\phi_{\rm reg}$ over all pairs of charge elements. The separation of two elements has variance $2\sigma^2$ along each axis, so its mean square is $6\sigma^2$. Including the factor $\frac12e^2=1$,
\begin{equation}
\Delta E=\frac{q^2}{\varepsilon}\left(\frac{\alpha}{L}
-\frac{4\pi\sigma^2}{L^3}\right),
\label{eq:width}
\end{equation}
up to terms that are exponentially small in $(L/\sigma)^2$, from pairs farther apart than $L$.

For $\sigma=1$ bohr the second term is 0.000372 Ry, or 1.24\% of the leading one. Doubling the cell side reduces it eightfold, to 0.31\% of a leading term that has itself been halved. These values come from explicit sums over reciprocal lattice vectors, and Eq.~\eqref{eq:width} was tested against them at both cell sizes. The term grows as $\sigma^2$: a charge spread over a good part of the cell is not described by the leading correction.

These percentages hold for the constant $\varepsilon$ assumed here. In a real host the permittivity depends on wavelength. For long waves this changes $1/\varepsilon$ by an amount proportional to the square of the wave number, which adds another term of order $1/L^3$. That term can exceed the width term and have the opposite sign, so 1.24\% is not an error estimate for a real oxide.

\subsection{Choice of permittivity and limits of the model}

The result is sensitive to $\varepsilon$. With $\varepsilon=5$ the same cell would need 1.63 eV, four times as much. If the ions relax around the charged defect, they take part in the screening, and the static permittivity applies. If they are held fixed while the charge is introduced, only the electrons respond, and the electronic permittivity applies. The value should also belong to the same level of theory as the supercell energy, since it is that calculation's own screening that is being corrected.

Equation~\eqref{eq:main} does not include the alignment of the electrostatic potential between the charged cell and the perfect crystal, which must be treated separately. That alignment is not independent of the width term. The potential of a Gaussian charge minus that of a point charge is short-ranged, and by the ball integral above its integral over space is $-\frac{2\pi}{3}\,3\sigma^2=-2\pi\sigma^2$ per unit charge. When both arrays are given zero mean potential, the Gaussian array therefore lies higher far from the defect by $2\pi\sigma^2q/(\varepsilon L^3)$. Multiplied by $e^2q$, this is the second term of Eq.~\eqref{eq:width}. An alignment measured against the point-charge model already contains that term, and it must not be counted twice. The constant $\alpha$ belongs to a cubic cell in an isotropic medium; other shapes and anisotropic hosts need their own lattice sums. Even the sign depends on the shape: for a tetragonal cell with $c/a=4$, and $L$ taken as the cube root of the volume, the constant is about $-0.46$, so the correction is negative. The formula also does not describe a defect close to an interface of a gate stack, where the permittivity changes within the cell. The numerical output below lists the main intermediate values of the model.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Defect charge q = 2 elementary charges
Relative permittivity eps = 20 (dimensionless)
Cube side L = 1.0 nm = 18.8973 bohr
One rydberg = 13.60569 eV
Bound charge / free charge at minimum = -0.9500
Screened / vacuum energy = 0.0500
Cube integral I (unit side) = 2.380077
Second moment of neutral unit cube = -0.2500
Mean potential (unit side) = 0.523599
Decay power of cube potential, d = 6 to 12: 4.997
N =  0: S_N = 0.000000, alpha_N = 2.903676 (dimensionless)
N =  1: S_N = 19.104084, alpha_N = 2.840212 (dimensionless)
N =  2: S_N = 57.187211, alpha_N = 2.838322 (dimensionless)
N =  5: S_N = 285.675450, alpha_N = 2.837509 (dimensionless)
N = 10: S_N = 1047.300361, alpha_N = 2.837356 (dimensionless)
N = 20: S_N = 3998.596335, alpha_N = 2.837313 (dimensionless)
Extrapolated alpha (N = 10, 20) = 2.837297
Ewald alpha = 2.837297
Hand estimate (N = 1) of correction = 0.4090 eV
Leading correction = 0.030029 Ry = 0.4086 eV
Gaussian width sigma = 1.0 bohr
Side 1 L: point-charge correction = 0.030029 Ry
Side 1 L: Gaussian correction = 0.029656 Ry
Side 1 L: neglected term = 0.000372 Ry, 1.24 % of leading
Side 2 L: point-charge correction = 0.015014 Ry
Side 2 L: Gaussian correction = 0.014968 Ry
Side 2 L: neglected term = 0.000047 Ry, 0.31 % of leading
Correction if eps = 5: 1.6342 eV
\end{verbatim}
